# The Egg-Box Effect as a Fourier Series in Grid Reciprocal Vectors

## Result

Let a uniform grid have points $\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3$ with integer $n_i$, and let $\Omega=|\mathbf a_1\cdot(\mathbf a_2\times\mathbf a_3)|$ be the volume per point. Its reciprocal vectors $\mathbf G$ are those for which $e^{i\mathbf G\cdot\mathbf R}=1$ at every grid point. Let $f(\mathbf r)$ be the energy integrand of a system placed at the origin. If the system is displaced by $\mathbf s$ and its integrand moves with it unchanged, the energy summed on the grid is

$$
E(\mathbf s)=\Omega\sum_{\mathbf R}f(\mathbf R-\mathbf s)=\sum_{\mathbf G}F(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf s},\qquad
F(\mathbf G)=\int f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r. \tag{1}
$$

The term $\mathbf G=0$ is the true integral of $f$. The other terms are the egg-box error: a spurious dependence of the energy on where the system sits relative to the grid.

Two kinds of assumption enter. The mathematical one is that $f$ is continuous, that the grid sum converges absolutely and uniformly in $\mathbf s$, and that $\sum_{\mathbf G}|F(\mathbf G)|$ is finite. A bound $|f(\mathbf r)|\le C(1+r)^{-3-\delta}$ with $\delta>0$ secures the convergence of the grid sum. The physical assumption is rigidity: density, orbitals and potentials are frozen in the moving frame. If the orbitals are re-optimized on the grid at each position, the energy is still periodic, but its amplitudes are in general not those computed from orbitals fixed beforehand, such as the continuum ones. The last section gives an example.

## Derivation

**Periodicity.** Displace the system by a further grid vector $\mathbf R'$:

$$
E(\mathbf s+\mathbf R')=\Omega\sum_{\mathbf R}f(\mathbf R-\mathbf R'-\mathbf s)=E(\mathbf s),
$$

because $\mathbf R-\mathbf R'$ runs over the same grid as $\mathbf R$. A function with the periods of the grid has a Fourier series in the vectors $\mathbf G$. Write it as $\sum_{\mathbf G}c_{\mathbf G}e^{-i\mathbf G\cdot\mathbf s}$. Since the average of $e^{i(\mathbf G-\mathbf G')\cdot\mathbf s}$ over one grid cell is 1 for $\mathbf G=\mathbf G'$ and 0 otherwise, the coefficients are

$$
c_{\mathbf G}=\frac1\Omega\int_{\rm cell}E(\mathbf s)\,e^{i\mathbf G\cdot\mathbf s}\,d^3s .
$$

**Coefficients.** Insert the grid sum. Its factor $\Omega$ cancels $1/\Omega$, and uniform convergence allows the sum and the integral to be exchanged:

$$
c_{\mathbf G}=\sum_{\mathbf R}\int_{\rm cell}f(\mathbf R-\mathbf s)\,e^{i\mathbf G\cdot\mathbf s}\,d^3s .
$$

In each term put $\mathbf r=\mathbf R-\mathbf s$. The volume element is unchanged, and the phase becomes

$$
e^{i\mathbf G\cdot\mathbf s}=e^{i\mathbf G\cdot\mathbf R}\,e^{-i\mathbf G\cdot\mathbf r}=e^{-i\mathbf G\cdot\mathbf r}.
$$

As $\mathbf s$ covers one cell, $\mathbf r$ covers an inverted copy of that cell displaced by $\mathbf R$. These copies together fill space once, so the sum of cell integrals is one integral over all space, and $c_{\mathbf G}=F(\mathbf G)$.

**Equality at every position.** $E(\mathbf s)$ is continuous, as a uniformly convergent sum of continuous functions. The series $\sum_{\mathbf G}F(\mathbf G)e^{-i\mathbf G\cdot\mathbf s}$ is continuous too, because its amplitudes are absolutely summable. Both have the same Fourier coefficients, and two continuous periodic functions with the same coefficients are equal. This proves (1), which is the Poisson summation formula for the shifted integrand.

For a periodic supercell that contains a whole number of grid cells along each of its vectors, the same steps hold with the grid sum and the integral in $F$ restricted to one supercell.

## Real form, average and spurious force

For real $f$, $F(-\mathbf G)=F(\mathbf G)^*$, so the terms $\pm\mathbf G$ add up to a real cosine wave. If also $f(-\mathbf r)=f(\mathbf r)$, replacing $\mathbf r$ by $-\mathbf r$ in the integral gives $F(-\mathbf G)=F(\mathbf G)$. Then $F$ is real and

$$
E(\mathbf s)=F(0)+\sum_{\mathbf G\ne0}F(\mathbf G)\cos(\mathbf G\cdot\mathbf s). \tag{2}
$$

Each cosine averages to zero over a grid cell. The average of the grid energy over all displacements is therefore the true integral $F(0)$.

The derivative of (2) is a force that the continuum system does not have, since everything in it moves together:

$$
\mathbf K(\mathbf s)=-\nabla_{\mathbf s}E=\sum_{\mathbf G}\mathbf G\,F(\mathbf G)\sin(\mathbf G\cdot\mathbf s). \tag{3}
$$

The two minus signs, from the definition and from the derivative of the cosine, cancel. Term-by-term differentiation is justified if $\sum|\mathbf G||F(\mathbf G)|$ is finite. Each harmonic gains a factor $|\mathbf G|$, so on a fine grid a small energy ripple can still go with a noticeable force.

## Cubic grid

For spacing $h$ the reciprocal vectors are $\mathbf G=g(m_1,m_2,m_3)$ with $g=2\pi/h$ and integer $m_i$. Let $f$ be spherical, and let $F_1$ and $F_2$ be the amplitudes for the 6 vectors of type $(1,0,0)$ and the 12 of type $(1,1,0)$. With $c_x=\cos gs_x$ and likewise for $y$ and $z$, these two shells give

$$
E\approx F(0)+2F_1(c_x+c_y+c_z)+4F_2(c_xc_y+c_yc_z+c_zc_x). \tag{4}
$$

The factor 4 arises because the four sign choices $(\pm1,\pm1,0)$ add up to $4c_xc_y$.

| Position $\mathbf s$ | First-shell term | Second-shell term |
|---|---|---|
| grid point, $(0,0,0)$ | $6F_1$ | $12F_2$ |
| edge midpoint, $(h/2,0,0)$ | $2F_1$ | $-4F_2$ |
| cell centre, $(h/2,h/2,h/2)$ | $-6F_1$ | $12F_2$ |

Subtracting the first row from the others gives the axial and diagonal energy differences,

$$
\Delta_{\rm ax}\approx-4F_1-16F_2,\qquad \Delta_{\rm diag}\approx-12F_1. \tag{5}
$$

When the first shell dominates, $F_1<0$ makes the grid point the position of lowest energy, and $F_1>0$ makes it the highest. The force along the $x$ axis, with $s_y=s_z=0$, follows from (3). The two first-shell vectors with $G_x=\pm g$ contribute $2gF_1\sin gs_x$, and the eight second-shell vectors with $G_x=\pm g$ contribute $8gF_2\sin gs_x$:

$$
K_x\approx 2g(F_1+4F_2)\sin gs_x . \tag{6}
$$

Its magnitude is greatest at $s_x=h/4$.

## Which transform matters

The amplitude is the transform of the complete integrand, not of the density. For a local potential energy $f=nv$, the transform of the product is a convolution,

$$
F(\mathbf G)=\frac1{(2\pi)^3}\int\tilde n(\mathbf k)\,\tilde v(\mathbf G-\mathbf k)\,d^3k ,
$$

where the tilde denotes the transform defined as in (1). If $\tilde n$ vanishes for $k>k_n$ and $\tilde v$ for $k>k_v$, the integrand can be nonzero only when $|\mathbf G|\le k_n+k_v$. This energy term then has no egg-box error if the shortest nonzero $\mathbf G$ is longer than $k_n+k_v$. This sufficient condition can guide the filtering of potentials and orbitals. Orbitals cut off at $k_\phi$ give a density with $k_n\le2k_\phi$, because the density contains products of two orbitals. The condition gives no such limit for a fractional power of the density, as in local exchange.

Gaussians show the effect in closed form. Completing the square,

$$
-\gamma r^2-i\mathbf G\cdot\mathbf r=-\gamma\left(\mathbf r+\frac{i\mathbf G}{2\gamma}\right)^2-\frac{G^2}{4\gamma},
$$

and moving the integration path back to the real axis, which is allowed because the Gaussian is analytic and decays, gives

$$
\int e^{-\gamma r^2-i\mathbf G\cdot\mathbf r}\,d^3r=\left(\frac{\pi}{\gamma}\right)^{3/2}e^{-G^2/4\gamma}. \tag{7}
$$

Take $N$ electrons with density $n=N(\alpha/\pi)^{3/2}e^{-\alpha r^2}$ in the well $v=-V_0e^{-\beta r^2}$, with the local-density exchange energy density $-C_xn^{4/3}$, where $C_x=\tfrac34(3/\pi)^{1/3}$ in Hartree atomic units. The density has $\gamma=\alpha$, the product $nv$ has $\gamma=\alpha+\beta$, and $n^{4/3}$ has $\gamma=4\alpha/3$ and prefactor $N^{4/3}(\alpha/\pi)^2$. Equation (7) yields

$$
\begin{aligned}
\tilde n(G)&=N\,e^{-G^2/4\alpha},\\
F_{\rm well}(G)&=-V_0N\left(\frac{\alpha}{\alpha+\beta}\right)^{3/2}e^{-G^2/4(\alpha+\beta)},\\
F_x(G)&=-C_xN^{4/3}\left(\frac{\alpha}{\pi}\right)^2\left(\frac{3\pi}{4\alpha}\right)^{3/2}e^{-3G^2/16\alpha}.
\end{aligned} \tag{8}
$$

Multiplication by the well narrows the integrand in real space and widens its transform. At $G=g=2\pi/h$ the exponential in the well term is $e^{-\pi^2/(\alpha+\beta)h^2}$, so refining the grid suppresses this ripple very quickly. That rate belongs to the Gaussian form; other integrands give other rates. If $f$ has just $p$ integrable derivatives, $p$ integrations by parts bound $|F(\mathbf G)|$ by a constant times $|\mathbf G|^{-p}$, and they guarantee no more than a power of $h$.

## Worked example

The parameters are $N=2$, $\alpha=\beta=1\ \mathrm{bohr}^{-2}$, $V_0=3$ hartree and $h=0.8$ bohr. The energy contains the well and exchange terms alone. Kinetic, Hartree and correlation energies are left out, so it is not the total energy of an atom.

The shortest reciprocal vector has $g=2\pi/0.8=7.854\ \mathrm{bohr}^{-1}$ and $g^2=61.685\ \mathrm{bohr}^{-2}$. From (8),

$$
\begin{aligned}
F_{\rm well}(g)&=-2.1213\,e^{-61.685/8}=-9.504\times10^{-4}\ \text{hartree},\\
F_x(g)&=-0.6820\,e^{-3(61.685)/16}=-6.47\times10^{-6}\ \text{hartree}.
\end{aligned}
$$

Their sum is $F_1=-9.569\times10^{-4}$ hartree. The second shell, with $G^2=2g^2$, has $F_2=-4.26\times10^{-7}$ hartree. The true integral is $F(0)=-2.1213-0.6820=-2.8033$ hartree.

Direct summation of the integrand over grid points, out to at least 7 bohr along each axis, gives these energies:

| Position | $E$ (hartree) |
|---|---|
| grid point | $-2.809053$ |
| edge midpoint | $-2.805218$ |
| cell centre | $-2.797570$ |

The axial difference is $3.834\times10^{-3}$ hartree, or 0.104 eV. The first shell alone predicts $4|F_1|=3.828\times10^{-3}$ hartree, and the second adds $16|F_2|=0.007\times10^{-3}$ hartree, which closes the gap at this precision. The diagonal difference is $1.148\times10^{-2}$ hartree, or 0.312 eV, equal to $12|F_1|$ to the digits given.

At $s_x=h/4$, a central difference of the summed energies with a step of $10^{-3}$ bohr gives $K_x=-1.506\times10^{-2}$ hartree/bohr. The first-shell value is $2gF_1=-1.503\times10^{-2}$ hartree/bohr. The negative sign at positive $s_x$ means that the system is pulled back to the grid point.

The density is integrated far better than the energy. Its amplitude is $\tilde n(g)=4.01\times10^{-7}$ electrons, so with the system on a grid point the electron number is wrong by about $6\tilde n(g)=2.4\times10^{-6}$, or $1.2\times10^{-6}$ of $N=2$. The energy there is wrong by $-5.7\times10^{-3}$ hartree, or $2\times10^{-3}$ of $|F(0)|=2.80$ hartree. Measured relative to its own integral, the well term has an amplitude $e^{g^2/8}\approx2200$ times that of the density. An accurate electron count therefore does not show that the energy is free of egg-box error.

Direct sums at smaller spacings show the fall of the ripple:

| $h$ (bohr) | Axial difference (hartree) |
|---|---|
| 0.8 | $3.83\times10^{-3}$ |
| 0.6 | $9.45\times10^{-6}$ |
| 0.5 | $2.27\times10^{-8}$ |

## Measuring amplitudes in a code

The amplitudes can be found from energies alone. On a cubic grid, compute the frozen energy at the $M^3$ displacements $\mathbf s_{\mathbf t}=(h/M)\mathbf t$, where each component of $\mathbf t$ runs from 0 to $M-1$, and form

$$
A(\mathbf G)=\frac1{M^3}\sum_{\mathbf t}E(\mathbf s_{\mathbf t})\,e^{i\mathbf G\cdot\mathbf s_{\mathbf t}}
=\sum_{\mathbf k}F(\mathbf G+Mg\,\mathbf k), \tag{9}
$$

with $\mathbf k$ running over all integer triples. To obtain the right-hand side, insert (1). A harmonic $\mathbf G'=g\mathbf m'$ then carries the phase $e^{2\pi i(\mathbf m-\mathbf m')\cdot\mathbf t/M}$, where $\mathbf G=g\mathbf m$. Its average over $\mathbf t$ is 1 if every component of $\mathbf m-\mathbf m'$ is a multiple of $M$, and 0 otherwise. Thus $A(\mathbf G)$ is the wanted amplitude plus aliases. In the example with $M=4$, the nearest alias of $(1,0,0)$ is $(-3,0,0)$. Its well exponent is nine times as large, about 69 instead of 7.7, so it is negligible. The 64 direct sums then give $A=-9.569\times10^{-4}$ hartree, which is $F_1$.

For $\mathbf G=0$, (9) is the energy averaged over displacements, and the harmonics that survive are those of a grid with spacing $h/M$. Averaging a frozen energy over these displacements is equivalent to summing the same integrand on that finer grid. If the integrand contains a finite-difference operator, as in the next section, that operator keeps the spacing $h$: the average suppresses the ripple but leaves the stencil error in place.

## Grid operators

An integrand may contain a grid operator and still be rigid. Let an operator act on grid values through weights that depend on the difference of two points, $(L\phi)(\mathbf R)=\sum_{\mathbf R'}w(\mathbf R')\phi(\mathbf R-\mathbf R')$. For the displaced function $\phi(\mathbf r-\mathbf s)$ the result at $\mathbf R$ is

$$
\sum_{\mathbf R'}w(\mathbf R')\,\phi(\mathbf R-\mathbf s-\mathbf R')=(L\phi)(\mathbf R-\mathbf s),
$$

where $L\phi$ is now defined for continuous $\mathbf r$ by the same weights. The product $\phi\,L\phi$ is thus a fixed function carried along with the system. Equation (1) applies if this product meets the stated conditions, and its transform must be taken with the grid operator, not with the continuum operator it approximates.

Consider a one-dimensional oscillator with $\omega=1$ hartree, lengths in bohr, and the three-point kinetic operator

$$
T_h\phi(x)=-\frac{\phi(x+h)-2\phi(x)+\phi(x-h)}{2h^2}.
$$

Freeze the orbital as the continuum ground state $\phi=\pi^{-1/4}e^{-x^2/2}$, with $n=\phi^2$ and $\tilde n(G)=e^{-G^2/4}$. Completing the square gives $\phi(x)\phi(x\pm h)=e^{-h^2/4}\,n(x\pm h/2)$, whose transform is $e^{-h^2/4}e^{\pm iGh/2}\tilde n(G)$. The transform of $x^2n$ is $-\tilde n''(G)=(\tfrac12-\tfrac14G^2)\tilde n(G)$. The transform of $\phi(T_h+\tfrac12x^2)\phi$ is therefore

$$
B(G)=\left[\frac{1-e^{-h^2/4}\cos(Gh/2)}{h^2}+\frac12\left(\frac12-\frac{G^2}4\right)\right]e^{-G^2/4}. \tag{10}
$$

The sampled orbital is not normalized on the grid, so the energy is a quotient $Q(s)$. Keeping $G=0,\pm g$ in its numerator and denominator, and writing $c=\cos gs$,

$$
Q(s)\approx\frac{B(0)+2B(g)c}{1+2\tilde n(g)c}
=B(0)+\frac{2[B(g)-B(0)\tilde n(g)]\,c}{1+2\tilde n(g)c}. \tag{11}
$$

To leading order the amplitude is $A_Q=B(g)-B(0)\tilde n(g)$: the ripple of the norm must be subtracted. For $h=1$ bohr, $g=2\pi\ \mathrm{bohr}^{-1}$ and $\cos(gh/2)=-1$. The bracket in (10) is $1.7788-4.6848=-2.9060$, and $B(0)=0.2212+0.25=0.4712$ hartree. Hence $A_Q=(-2.9060-0.4712)e^{-\pi^2}=-1.747\times10^{-4}$ hartree, and the predicted range is $Q(h/2)-Q(0)=-4A_Q=6.99\times10^{-4}$ hartree. The quotient evaluated directly on the grid has this same range.

## Where the frozen amplitudes stop applying

Now let the orbital adapt. At each displacement, take the lowest eigenvalue $\lambda(s)$ of the same grid Hamiltonian, here by diagonalizing its matrix on 41 points. A displacement by $h$ relabels the points of the infinite grid, so $\lambda$ keeps the period $h$. The eigenvector, however, no longer samples the continuum ground state. The points $nh-s$ with $0\le s<h$ cover the line exactly once, so the positive eigenvectors, normalized on the grid, together define one function $\chi$ through their values $\chi(nh-s)$. Equation (1) holds for the integrand $\chi(T_h+\tfrac12x^2)\chi$, but $\chi$ depends on $h$ and differs from the frozen Gaussian. The amplitudes of the frozen Gaussian are therefore not those of $\lambda$.

| $s$ | Frozen $Q$ (hartree) | Re-optimized $\lambda$ (hartree) |
|---|---|---|
| $0$ | 0.47085 | 0.46494 |
| $h/2$ | 0.47155 | 0.46760 |

The frozen orbital is a trial vector for the grid Hamiltonian, so $\lambda(s)\le Q(s)$. This inequality does not bound the ripple. Re-optimization lowers the energy by $5.91\times10^{-3}$ hartree at $s=0$ but by $3.95\times10^{-3}$ hartree at $s=h/2$. The difference, $1.97\times10^{-3}$ hartree, adds to the frozen range and gives a re-optimized range of $2.67\times10^{-3}$ hartree, 3.8 times the frozen one.

This ratio depends on the spacing and, strongly, on the kinetic operator. With the three-point stencil it grows as the grid is refined, to about 9.6 at $h=0.8$ bohr, while both ripples shrink. At $h=1$ bohr a five-point stencil gives about 1.9, and the sinc (Fourier-grid) kinetic operator gives a ratio within 1% of one. The three-point case is enough for the conclusion. It shows that amplitudes computed from a frozen continuum orbital do not bound the ripple of a calculation that re-optimizes its orbitals. That ripple can be measured by repeating the optimization at several displacements.
